# Bound sheet charge from a polarisation jump at a nitride interface, part 1

(Sections cited here and not found follow in the second part.)

## First half: from dipoles to a charged plane

Q: You want me to believe that joining two neutral nitride crystals can leave a charged plane between them. No ion has been added and no electron taken away. Where is the charge supposed to come from?

A: From an incomplete cancellation. Inside a uniformly polarised crystal the positive end of each dipole sits next to the negative end of the following one, and on average the two cancel. Where the dipole density changes along the direction of the dipoles, the cancellation is no longer complete.

To make this quantitative, let $\mathbf P(\mathbf r)$ be the macroscopic polarisation, the dipole moment per unit volume after averaging over lengths of a unit cell. It points from negative to positive charge. In SI units the potential of all the dipoles in a body is

$$\phi(\mathbf r)=\frac{1}{4\pi\varepsilon_0}\int_V \mathbf P(\mathbf r')\cdot\frac{\mathbf R}{R^3}\,dV',\qquad \mathbf R=\mathbf r-\mathbf r' .$$

Q: That is an integral over dipoles. I see no charge density in it.

A: It appears after one integration by parts. Differentiate $1/R$ with respect to the source position $\mathbf r'$. Since $\nabla' R=-\mathbf R/R$,

$$\nabla'\frac1R=-\frac{1}{R^2}\nabla'R=+\frac{\mathbf R}{R^3}.$$

The integrand is therefore $\mathbf P\cdot\nabla'(1/R)$. The product rule for a divergence gives

$$\mathbf P\cdot\nabla'\frac1R=\nabla'\cdot\left(\frac{\mathbf P}{R}\right)-\frac{\nabla'\cdot\mathbf P}{R}.$$

The divergence theorem turns the first term into an integral over the surface $S$ of the body, whose outward unit normal is $\mathbf n_{\rm out}$:

$$\phi(\mathbf r)=\frac{1}{4\pi\varepsilon_0}\left[\oint_S\frac{\mathbf P\cdot\mathbf n_{\rm out}}{R}\,dS'+\int_V\frac{-\nabla'\cdot\mathbf P}{R}\,dV'\right].$$

Both terms have the form of Coulomb's law for charges. The dipoles act as a volume charge and a surface charge,

$$\rho_b=-\nabla\cdot\mathbf P,\qquad \sigma_{\rm face}=\mathbf P\cdot\mathbf n_{\rm out}.$$

The subscript $b$ stands for bound: these charges belong to the dipoles and cannot flow away.

Q: If the point $\mathbf r$ lies inside the body, $1/R$ blows up and the divergence theorem does not apply.

A: Cut a small sphere of radius $a$ around $\mathbf r$ out of the volume. The sphere adds a surface term of size at most $P\times(1/a)\times4\pi a^2$, which vanishes with $a$. The dipole integral over the removed sphere is also harmless, because its integrand grows as $1/R^2$ while the volume element shrinks as $R^2\,dR$. The result survives at interior points where $\mathbf P$ is smooth.

Q: You have still created charge from nothing.

A: Add up what was found for the whole body:

$$\oint_S\mathbf P\cdot\mathbf n_{\rm out}\,dS-\int_V\nabla\cdot\mathbf P\,dV=0,$$

again by the divergence theorem. The body stays neutral. A charge at one place is balanced by opposite charge elsewhere, for instance on an outer face or at the next interface.

Q: At an abrupt interface $\mathbf P$ jumps, so $\nabla\cdot\mathbf P$ does not exist there. Your volume charge is meaningless at the one place I care about.

A: Then avoid the derivative. Call the two media 1 and 2, and let $\mathbf n$ be the unit normal pointing from 1 into 2. Apply the result to each medium separately, as a body with its own surface. At the common plane the outward normal of medium 1 is $+\mathbf n$, and that of medium 2 is $-\mathbf n$. The two faces carry $\mathbf P_1\cdot\mathbf n$ and $-\mathbf P_2\cdot\mathbf n$. They lie in the same plane, so their charges add:

$$\boxed{\;\sigma_b=-\mathbf n\cdot(\mathbf P_2-\mathbf P_1)\;}$$

The magnitude equals that of the jump in the normal component. The charge is positive if $\mathbf n\cdot\mathbf P$ falls on crossing from 1 to 2, and negative if it rises.

Q: The sign seems to depend on which side I decide to call 1.

A: Exchange the labels. Then $\mathbf n$ becomes $-\mathbf n$, because it must still point from the first medium into the second, and the difference becomes $\mathbf P_1-\mathbf P_2$. The new expression is

$$-(-\mathbf n)\cdot(\mathbf P_1-\mathbf P_2)=\mathbf n\cdot(\mathbf P_1-\mathbf P_2)=-\mathbf n\cdot(\mathbf P_2-\mathbf P_1).$$

The two minus signs cancel, and the charge is the same. As an illustration in arbitrary units, let the normal component be $0.5$ below an interface and $-0.7$ above it, with $\mathbf n$ pointing up. Then $\sigma_b=-(-0.7-0.5)=+1.2$. Both polarisations point towards the interface, so both layers bring their positive ends to it.

Q: Real interfaces are not mathematical planes. What if the polarisation changes over a few atomic layers?

A: Put a flat box, a pillbox, around the transition. Its lids have area $A$ and lie in the uniform regions on the two sides; its height is $h$. The bound charge inside is

$$Q_b=-\int\nabla\cdot\mathbf P\,dV=-\oint\mathbf P\cdot d\mathbf S
=-A\,\mathbf n\cdot\mathbf P_2+A\,\mathbf n\cdot\mathbf P_1-\int_{\rm side}\mathbf P\cdot d\mathbf S .$$

The upper lid has outward normal $+\mathbf n$ and the lower one $-\mathbf n$, which fixes the first two signs. The side wall has an area equal to the perimeter times $h$. Its term involves the tangential polarisation, which is finite, so for an abrupt interface it vanishes as $h\to0$. Dividing by $A$ returns the boxed result.

If $\mathbf P$ varies along $\mathbf n$ alone, the side term vanishes even at finite $h$, because the outward normals of a closed side wall sum to zero at each height. A planar graded interface thus holds the same total charge per area as an abrupt one with the same end values. The charge is merely spread over the transition.

Q: And the tangential components? They jump as well.

A: They do not enter $\sigma_b$. In the limit of an interface whose plane contains both polarisation vectors, $\mathbf n\cdot\mathbf P$ is zero on both sides and there is no sheet charge, however large the tangential jump. This is the situation when the polar axis lies in the interface and no strain adds a normal component.

Q: So far you have used the divergence theorem. I was told that this was a matter of Gauss's law.

A: The two do different work. The divergence theorem and the meaning of $\mathbf P$ turn the jump into a charge. Gauss's law says what the charge does to the macroscopic electric field $\mathbf E$. With $\rho_f$ for free charge, such as mobile carriers and ionised dopants,

$$\nabla\cdot(\varepsilon_0\mathbf E)=\rho_b+\rho_f .$$

Integrate over the same pillbox and let $h\to0$. The side flux vanishes because $\mathbf E$ is finite, and the lids give

$$\varepsilon_0\,\mathbf n\cdot(\mathbf E_2-\mathbf E_1)=\sigma_b+\sigma_f ,$$

where $\sigma_f$ is the free sheet charge. A positive sheet makes the normal field increase on crossing it along $\mathbf n$. This fixes a difference of fields. The fields themselves depend on the other charges and on the conditions at the ends of the structure.

Q: My main doubt is more basic. A crystal is not a bag of separate dipoles. Its charge is continuous, and I can choose the unit cell as I like. What is $\mathbf P$ then?

A: A model shows both the difficulty and its cure. Replace the crystal by charged planes normal to $z$, with $\mathbf n$ along $+z$. Each cell has height $c$. It starts with a plane of charge per area $-s$ and has a plane of charge $+s$ at a distance $u$ above it. The dipole moment per area of one cell is $su$, so that

$$P=\frac{su}{c}.$$

The lower crystal has $u_1$ and $c_1$, the upper one $u_2$ and $c_2$. They share the same in-plane lattice, so $s$ is the same in both. The lower crystal ends with a complete cell and the upper one starts with a complete cell.

Now count the charge per area below height $z$, starting from the bottom of the stack, and call it $q(z)$. Within each cell it equals $-s$ over the length $u$ between the two planes, and zero over the remaining length $c-u$. Its average over a cell is

$$\bar q=\frac{(-s)\,u+0\cdot(c-u)}{c}=-\frac{su}{c}=-P .$$

Q: Why should I average? A pillbox either contains a plane or it does not.

A: Because the field in the macroscopic law is itself an average. Microscopic Gauss's law for planes reads $\varepsilon_0E_{\rm micro}(z)=\text{constant}+q(z)$, so the microscopic field jumps up and down inside each cell. The macroscopic field is its mean over a cell. The difference between the means above and below the interface is

$$\varepsilon_0(\bar E_2-\bar E_1)=\bar q_2-\bar q_1=-P_2+P_1 .$$

The constant cancels. The right side is the charge that the macroscopic law assigns to the interface, and it agrees with the boxed result. Since $q$ is periodic inside each crystal, the averaging window may sit anywhere in the bulk, provided that it is one cell long.

Take $s=1$, $u_1=0.40$, $c_1=1.00$, $u_2=0.30$ and $c_2=0.95$. Then $P_1=0.4000$, $P_2=0.3158$, and the interface charge is $+0.0842$. No plane carries such a charge. It measures how the averaged pattern changes from one crystal to the other.

Q: But I can pair each positive plane with the negative plane above it. Your dipole then points the other way.

A: It does. The new dipole has length $c-u$ and points down, so

$$P'=-\frac{s(c-u)}{c}=-s+\frac{su}{c}=P-s .$$

The polarisation has changed by the plane charge $s$, although no charge has moved. If the new pairing is used in both crystals, then

$$P_1'-P_2'=(P_1-s)-(P_2-s)=P_1-P_2 ,$$

and the charge is unaffected. If it is used in one crystal only, the result is wrong by $s$.

Q: Then how do I know which value nature takes?

A: The atoms at the interface decide. Remove the last positive plane of the lower crystal from the numerical stack. Everything above it now sees one unit of charge less, and the interface charge becomes $0.0842-1=-0.9158$. The bulk crystals are the same as before. As long as only whole planes are added or removed, bulk polarisations alone therefore give the charge up to multiples of $s$, and the sequence of planes through the interface selects the right one. A partly filled plane shifts it by a fraction of $s$: removing half of that plane gives $0.0842-0.5=-0.4158$.

The same freedom exists in a real crystal. Moving one elementary charge $e$ per in-plane cell of area $A_c$ by one cell height $c$ changes the dipole per volume by $ec/(A_cc)=e/A_c$ and leaves an infinite periodic crystal looking the same. For a hexagonal in-plane lattice constant $a=0.32$ nm, roughly that of a nitride,

$$\frac{e}{A_c}=\frac{e}{(\sqrt3/2)\,a^2}=181\ \mu\mathrm{C/cm^2}.$$

Q: So the statement I came to question is true only under conditions.

A: It needs these: both polarisations are counted from the same reference, the layers share one in-plane lattice, and the bonding sequence continues through the interface without missing or extra charged planes. The interface is taken to be insulating; any mobile charge is counted separately in $\sigma_f$. The common lattice matters because the reference contribution, like $s$ above, must be equal on both sides to cancel.

Q: And if I turn both crystals upside down but keep the order in which they are stacked?

A: Each $P$ changes sign, and so does the charge. In the plane model, with each cell reversed and the cells at the junction complete, it becomes $-0.0842$. For a given pair of materials with complete cells at the junction, the sign is fixed by the orientation of the crystals together with the order of the layers.

## Second half: which polarisation, and what field

The unit normal $\mathbf n$ points from medium 1 into medium 2, and $\mathbf P$ is the macroscopic polarisation. The first half gave the bound sheet charge $\sigma_b=-\mathbf n\cdot(\mathbf P_2-\mathbf P_1)$ and the field condition $\varepsilon_0\mathbf n\cdot(\mathbf E_2-\mathbf E_1)=\sigma_b+\sigma_f$, with $\sigma_f$ the free sheet charge. Both layers use one reference for $\mathbf P$, share an in-plane lattice and are joined without missing or extra charged planes. From here on all vectors are normal to the layers, $z$ is the growth direction, and $P$ and $E$ are components along $+z$.

Q: There is a circle in your argument. The charge makes a field, the field polarises the crystal, and that changes the charge. Which polarisation do I put into the formula?

A: The formula for $\sigma_b$ needs the total polarisation, including the response to the field. To break the circle, assume a linear response and split

$$P=P_0+\varepsilon_0(\varepsilon_r-1)E .$$

Here $P_0$ is the polarisation at zero field. In a nitride layer it contains the spontaneous part and the part caused by the strain of growth. The relative permittivity $\varepsilon_r$ is the static one for fields along $z$. Insert the split into the field condition:

$$\varepsilon_0(E_2-E_1)=-(P_{0,2}-P_{0,1})-\varepsilon_0(\varepsilon_{r2}-1)E_2+\varepsilon_0(\varepsilon_{r1}-1)E_1+\sigma_f .$$

Move the terms with fields to the left. The parts $\varepsilon_0E_2$ and $-\varepsilon_0E_1$ cancel against the $-1$ in each bracket. With $\varepsilon=\varepsilon_0\varepsilon_r$ this leaves

$$\varepsilon_2E_2-\varepsilon_1E_1=\sigma_{\rm pol}+\sigma_f,\qquad \sigma_{\rm pol}=-(P_{0,2}-P_{0,1}).$$

A jump in the normal polarisation gives a bound sheet charge, and for a linear response the jump in the zero-field polarisation acts as the source in a field condition with permittivities. It remains to clarify how the two sheet charges differ, and to find the fields themselves in an actual stack of layers.

All numerical values are calculated from the stated model.
